# Momentum wave functions of hydrogen's bound states: derivation and properties, part 2

A spinless, nonrelativistic electron is bound to a fixed point nucleus of charge \(Z\). In Rydberg units \(\hbar=1\), \(2m=1\), \(e^2=2\), so \(a_0=1\), momenta are in \(\hbar/a_0\), energies in Ry, and \(H=-\nabla^2-2Z/r\). For \(Z=1\), \(E_n=-1/n^2\) and \(\psi=R_{nl}Y_{lm}\), with

\[ R_{nl}(r)=N\left(\frac{2r}{n}\right)^{l}e^{-r/n}\,L_k^{2l+1}\!\left(\frac{2r}{n}\right),\qquad k=n-l-1,\qquad N=\frac{2}{n^2}\sqrt{\frac{k!}{(n+l)!}}, \tag{1} \]

\[ L_k^{\alpha}(y)=\sum_{j=0}^{k}(-1)^j\binom{k+\alpha}{k-j}\frac{y^j}{j!}. \tag{2} \]

\[ \int_0^\infty y^\alpha e^{-y}L_k^\alpha L_{k'}^\alpha\,dy=\frac{(k+\alpha)!}{k!}\,\delta_{kk'} . \tag{13} \]

The momentum function is

\[ \phi(\mathbf p)=(2\pi)^{-3/2}\int e^{-i\mathbf p\cdot\mathbf r}\,\psi(\mathbf r)\,d^3r . \tag{3} \]

With \(\mu=\hat{\mathbf p}\cdot\hat{\mathbf r}\), \(z=pr\) and \(j_l=z^lg_l\),

\[ \int f(\hat{\mathbf p}\cdot\hat{\mathbf r})\,Y_{lm}(\hat{\mathbf r})\,d\Omega=2\pi\,Y_{lm}(\hat{\mathbf p})\int_{-1}^{1}f(\mu)P_l(\mu)\,d\mu . \tag{6} \]

\[ \frac12\int_{-1}^{1}e^{-iz\mu}P_l\,d\mu=(-i)^lz^lg_l(z),\qquad g_l(z)=\frac{1}{2^{l+1}l!}\int_{-1}^{1}(1-\mu^2)^le^{-iz\mu}d\mu . \tag{7} \]

\[ \phi(\mathbf p)=(-i)^lF_{nl}(p)\,Y_{lm}(\hat{\mathbf p}),\qquad F_{nl}(p)=\sqrt{\frac2\pi}\int_0^\infty r^2j_l(pr)\,R_{nl}(r)\,dr . \tag{9} \]

At fixed \(l\) and \(\kappa>0\) (hydrogen: \(\kappa=1/n\)), the family

\[ u_k(r)=r^l e^{-\kappa r}L_k^{2l+1}(2\kappa r) \tag{4} \]

obeys

\[ (-\nabla^2+\kappa^2)\,u_kY_{lm}=\frac{2\kappa(k+l+1)}{r}\,u_kY_{lm}. \tag{5} \]

For \(\operatorname{Re}\gamma>0\), \(I_0=\int_0^\infty r\,j_0(pr)e^{-\gamma r}dr=1/(\gamma^2+p^2)\) and

\[ J_l(\gamma)=\int_0^\infty r^{l+2}j_l(pr)\,e^{-\gamma r}dr=\frac{2^{l+1}(l+1)!\;p^l\,\gamma}{(\gamma^2+p^2)^{l+2}} . \tag{14} \]

Summing the family with powers \(t^k\), \(|t|<1\), gives \(\gamma=\kappa(1+t)/(1-t)\) and

\[ \gamma^2+p^2=\frac{(\kappa^2+p^2)\,D}{(1-t)^2},\qquad D=1-2xt+t^2,\qquad x=\frac{p^2-\kappa^2}{p^2+\kappa^2}. \tag{16} \]

The Gegenbauer polynomials are defined by

\[ D^{-\lambda}=\sum_{k=0}^\infty C_k^\lambda(x)\,t^k . \tag{18} \]

They have degree \(k\) and parity \((-1)^k\), with \(C_0^\lambda=1\), \(C_1^\lambda=2\lambda x\), \(C_2^\lambda=2\lambda(\lambda+1)x^2-\lambda\) and \(C_k^\lambda(1)=\binom{k+2\lambda-1}{k}\). Here \(\lambda=l+1\). The transform \(T_k(p)=\int_0^\infty r^2j_l(pr)u_k(r)\,dr\) is

\[ T_k(p)=2^{l+1}\,l!\,(k+l+1)\,\frac{\kappa\,p^l}{(\kappa^2+p^2)^{l+2}}\;C_k^{l+1}(x). \tag{20} \]

Hence, for \(Z=1\),

\[ F_{nl}(p)=\sqrt{\frac{2\,(n-l-1)!}{\pi\,(n+l)!}}\;n^2\,2^{2l+2}\,l!\;\frac{(np)^l}{(n^2p^2+1)^{l+2}}\;C_{n-l-1}^{\,l+1}\!\left(\frac{n^2p^2-1}{n^2p^2+1}\right), \tag{21} \]

for example \(F_{20}=(32/\sqrt\pi)(4p^2-1)/(4p^2+1)^3\). Hand calculations and a computer program have checked (21) against direct transforms of position functions.

**Q.** All of these checks transform the position function. Is there one that lives in momentum space only?

**A.** The Schrödinger equation can be transformed itself. By (6) and (7) with \(l=0\), \(\int e^{-i\mathbf s\cdot\mathbf r}e^{-\gamma r}r^{-1}d^3r=4\pi\int r\,j_0(sr)e^{-\gamma r}dr=4\pi/(\gamma^2+s^2)\), which is \(4\pi I_0\). Insert \(\psi=(2\pi)^{-3/2}\int e^{i\mathbf p'\cdot\mathbf r}\phi(\mathbf p')d^3p'\) in the transform of \(2e^{-\gamma r}\psi/r\) and let \(\gamma\to0\); the limit is harmless because the singularity of \(|\mathbf p-\mathbf p'|^{-2}\) at \(\mathbf p'=\mathbf p\) is integrable in three dimensions and the decay of \(\phi(\mathbf p')\) makes the integral converge at large \(p'\). The constant is \(2\cdot4\pi/(2\pi)^3=1/\pi^2\), so (5) becomes \((p^2+1/n^2)\phi(\mathbf p)=\pi^{-2}\int\phi(\mathbf p')|\mathbf p-\mathbf p'|^{-2}d^3p'\). Write \(|\mathbf p-\mathbf p'|^2=2pp'(\zeta-\mu)\) with \(\zeta=(p^2+p'^2)/(2pp')\), use (6) for the angles, and define \(Q_l(\zeta)=\frac12\int_{-1}^1P_l(\mu)(\zeta-\mu)^{-1}d\mu\). The angular integral is \(2\pi Q_l\,Y_{lm}(\hat{\mathbf p})/(pp')\), and

\[ \Big(p^2+\frac1{n^2}\Big)F(p)=\frac{2}{\pi p}\int_0^\infty p'\,Q_l(\zeta)\,F(p')\,dp' . \]

The program tests that (21) satisfies this equation for 2s, 4p and 4d at \(p=0.3\,\hbar/a_0\).

**Q.** The argument \((n^2p^2-1)/(n^2p^2+1)\) has no \(Z\) in it. Does it hold for He\(^+\)?

**A.** Not in that form. For charge \(Z\), (5) requires \(\kappa(k+l+1)=Z\), so \(\kappa=Z/n\), and (16) gives \(x=(n^2p^2-Z^2)/(n^2p^2+Z^2)\). The normalized radial function is \(R^Z(r)=Z^{3/2}R(Zr)\), since \(r^2dr\) scales as \(Z^{-3}\). Putting \(r'=Zr\) in (9) turns \(j_l(pr)\) into \(j_l((p/Z)r')\) and gives a factor \(Z^{3/2}Z^{-3}\):

\[ F^Z_{nl}(p)=Z^{-3/2}F_{nl}(p/Z). \tag{22} \]

A nucleus of finite mass is handled the same way. The relative motion has \(H=p^2/\eta-2Z/r\), where \(\eta\) is the reduced mass divided by the electron mass. Multiplying by \(\eta\) shows that the eigenfunctions are those of charge \(\eta Z\), so (22) holds with \(Z\to\eta Z\), and \(p\) is then the relative momentum.

**Q.** Is \(F_{nl}\) normalized? And does it give the kinetic energy that the virial theorem demands?

**A.** The norm is carried over by Plancherel's relation. From \(\int e^{i\mathbf p\cdot(\mathbf r'-\mathbf r)}d^3p=(2\pi)^3\delta(\mathbf r-\mathbf r')\), the transforms (3) of two square-integrable functions satisfy \(\int\phi_1^*\phi_2\,d^3p=\int\psi_1^*\psi_2\,d^3r\). With \(|(-i)^l|=1\) and normalized \(Y_{lm}\) this gives \(\int F^2p^2dp=1\).

To use this, change the variable to \(x\). Let \(q=p/\kappa=np\). Solving \(x=(q^2-1)/(q^2+1)\) gives

\[ q^2=\frac{1+x}{1-x},\qquad 1+q^2=\frac{2}{1-x},\qquad 2q\,dq=\frac{2\,dx}{(1-x)^2}. \tag{23} \]

Then

\[ \frac{q^{2l+2}\,dq}{(1+q^2)^{2l+4}}=q^{2l+1}\,\frac{(1-x)^{2l+4}}{2^{2l+4}}\,\frac{dx}{(1-x)^2}=\frac{(1+x)^{l+1/2}(1-x)^{l+3/2}}{2^{2l+4}}\,dx, \]

because \(q^{2l+1}=(1+x)^{l+1/2}(1-x)^{-l-1/2}\) and \(2l+2-l-\frac12=l+\frac32\). In \(F^2p^2dp\) the square of the constant in (21) contributes \(n^4\,2^{4l+4}\), and \(p^2dp=n^{-3}q^2dq\). Writing \(w(x)=(1-x^2)^{l+1/2}\),

\[ F^2p^2dp=c\;w(x)\,(1-x)\,\big[C_k^{l+1}(x)\big]^2dx,\qquad c=\frac{2^{2l+1}\,n\,k!\,(l!)^2}{\pi\,(n+l)!}. \tag{24} \]

Both \(w\) and \(C^2\) are even in \(x\), so the term \(-x\) integrates to zero over \((-1,1)\), and the norm condition reads \(c\int wC^2dx=1\). For the second moment multiply by \(p^2=\kappa^2(1+x)/(1-x)\), which replaces \(1-x\) by \(1+x\). The odd term drops again, so

\[ \langle p^2\rangle=\kappa^2c\int wC^2dx=\frac1{n^2}. \]

In these units \(\langle p^2\rangle\) is the kinetic energy, and it equals \(-E_n\), as the virial theorem for a \(1/r\) potential requires; here it has come from the norm condition and the parity of the polynomial. The program integrates (21) over \(p\) and tests both the norm and \(\langle p^2\rangle\) for all \(n\le6\).

**Q.** States with different \(n\) must be orthogonal. I suppose that is just the orthogonality of the Gegenbauer polynomials.

**A.** It is a different relation. \(F_{nl}\) and \(F_{n'l}\) have different variables \(x\), one built with \(n\) and the other with \(n'\), so their overlap is not an integral of two Gegenbauer polynomials of the same argument. They are orthogonal with weight \(p^2\) because the \(\psi\) belong to different eigenvalues of \(H\) and Plancherel's relation preserves overlaps. The program tests this for 2p and 4p.

The polynomial orthogonality belongs to the family at fixed \(\kappa\). Transform (5). Moving \(\nabla^2\) onto the plane wave by Green's theorem produces \(p^2\); the surface term on a small sphere of radius \(\epsilon\) round the nucleus vanishes as \(\epsilon^2\) because \(u_kY_{lm}\) and its gradient are bounded, and the term at infinity is killed by \(e^{-\kappa r}\). So \((p^2+\kappa^2)T_k\) is the Hankel transform of \(2\kappa(k+l+1)u_k/r\), a function that is square integrable with \(r^2dr\). Plancherel's relation gives

\[ \frac2\pi\int_0^\infty(p^2+\kappa^2)\,T_kT_{k'}\,p^2dp=2\kappa(k+l+1)\int_0^\infty u_ku_{k'}\,r\,dr . \]

On the right the integrand is proportional to \(y^{2l+1}e^{-y}L_kL_{k'}\), so it vanishes for \(k\ne k'\) by (13). On the left, the extra factor \(\kappa^2(1+q^2)=2\kappa^2/(1-x)\) removes the factor \(1-x\) that appeared in (24). Hence

\[ \int_{-1}^1(1-x^2)^{l+1/2}\,C_k^{l+1}C_{k'}^{l+1}\,dx=0\qquad(k\ne k'). \tag{25} \]

Without the factor \(p^2+\kappa^2\) the family is not orthogonal. For \(k=0\), \(k'=1\) the weight \(w(1-x)\) multiplies \(C_0C_1=2\lambda x\), and the integral is \(-2\lambda\int x^2w\,dx\), which is negative. The program tests both the vanishing with the factor and the failure to vanish without it.

**Q.** How many nodes does \(F_{nl}\) have? A Fourier transform need not preserve the number of zeros.

**A.** In general it need not; here (25) forces it. The polynomials \(C_0,\dots,C_{k-1}\) have degrees \(0,\dots,k-1\) and so span all polynomials of degree below \(k\). Therefore \(C_k\) is orthogonal, with the positive weight \(w\), to each such polynomial. Suppose \(C_k\) changed sign at only \(M<k\) points \(x_1,\dots,x_M\) inside \((-1,1)\). The product \(C_k\prod_i(x-x_i)\) would then keep one sign, and its integral with \(w\) could not vanish, although \(\prod_i(x-x_i)\) has degree below \(k\). So \(M\ge k\), and a polynomial of degree \(k\) has no more than \(k\) zeros. There are exactly \(k=n-l-1\) simple zeros in \((-1,1)\). The map from \(p\) to \(x\) is monotonic and the factor in front is positive for \(p>0\), so \(F_{nl}\) has \(n-l-1\) nodes, the same number as \(R_{nl}\).

Parity adds a pairing. By (23), \(x\to-x\) is \(q\to1/q\). The zeros of \(C_k\) are symmetric about \(x=0\), so each node at \(np=q\) has a partner at \(np=1/q\), and for odd \(k\) one node lies at \(p=1/n\) exactly, as in the 2s function above. The function \(F\) itself is not symmetric under this inversion, but \((1+q^2)^2F\) is even or odd under it, because \([q/(1+q^2)]^l\) is unchanged. From (23), \(1-x^2=4q^2/(1+q^2)^2\), so with \(x=\cos\chi\) one has \(\sin\chi=2q/(1+q^2)\) and \((1+q^2)^2F\propto\sin^l\!\chi\;C_k^{l+1}(\cos\chi)\). The program finds the nodes of the numerically integrated transform for 3s, 4s, 4p and 4d, confirms that 4f has none, and tests their number, positions and pairing over the momentum range it scans.

**Q.** If the nodes lie symmetrically about \(p=1/n\) and the root-mean-square momentum is \(1/n\), is that also the median?

**A.** No. The region \(p<1/n\) is \(x<0\). In (24) the even part of the integrand gives half of its total, which is \(\frac12\). The odd part, \(-x\,wC^2\), is positive for \(x<0\), and reflecting \(x\to-x\) gives

\[ P\Big(p<\frac1n\Big)=\frac12+c\int_0^1x\,(1-x^2)^{l+1/2}\big[C_k^{l+1}\big]^2dx>\frac12 . \tag{26} \]

More than half of the probability lies below the root-mean-square value. The region above it is less probable but supplies more than half of \(\langle p^2\rangle\), because the factor \(p^2\) replaces \(1-x\) by \(1+x\) in (24). The distribution does concentrate at \(1/n\) for the nodeless states of large \(l\). For \(k=0\) the density in \(q\) is proportional to \(q^{2l+2}(1+q^2)^{-2l-4}\). Its logarithmic derivative vanishes when \((l+1)(1+q^2)=(2l+4)q^2\), that is \(q^2=(l+1)/(l+3)\), which tends to 1; and in the variable \(x\) the weight \((1-x^2)^{l+1/2}\approx e^{-lx^2}\) has a width of order \(l^{-1/2}\). This is the limit of a circular orbit, on which the kinetic energy is constant and equal to \(1/n^2\).

**Q.** The position function falls off exponentially, but (21) falls only as a power. What fixes that power and its coefficient?

**A.** From (21), as \(p\to\infty\), \(x\to1\) and \(C_k^{l+1}(1)=\binom{k+2l+1}{k}=(n+l)!/[k!\,(2l+1)!]\), while \(n^2(np)^l(n^2p^2)^{-l-2}=n^{-l-2}p^{-l-4}\). So

\[ p^{l+4}F_{nl}\to\sqrt{\frac2\pi}\,\sqrt{\frac{(n+l)!}{k!}}\;\frac{2^{2l+2}\,l!}{(2l+1)!\;n^{l+2}} . \tag{27} \]

The same number can be traced to the behaviour of \(R\) at the nucleus. Take any function of the form \(R=r^le^{-\gamma r}\sum_jb_jr^j\) with a finite sum. The transform of the \(j\)-th term is \((-\partial_\gamma)^jJ_l\). At large \(p\), (14) expands as \(J_l=2^{l+1}(l+1)!\,p^{-l-4}[\gamma+O(\gamma^3/p^2)]\). The leading term is linear in \(\gamma\), so at order \(p^{-l-4}\) the term \(j=0\) contributes \(\gamma b_0\), the term \(j=1\) contributes \(-b_1\), and higher \(j\) contribute nothing. The combination \(b_1-\gamma b_0\) is the coefficient of \(r^{l+1}\) in the expansion of \(R\) about the origin. Within this class of functions, which contains all the \(R_{nl}\), the tail is therefore \(-\sqrt{2/\pi}\;2^{l+1}(l+1)!\) times that coefficient. This is natural: \(r^lY_{lm}\) is a polynomial in the Cartesian coordinates and is smooth, whereas \(r\cdot r^lY_{lm}\) is the first term that is not smooth at \(r=0\).

The coefficient is set by the Coulomb singularity. Put \(R=a\,r^l(1+br+\dots)\) in the radial equation. At order \(r^{l-1}\) the kinetic terms acting on \(r^{l+1}\) give \([-(l+1)l-2(l+1)+l(l+1)]\,ab=-2(l+1)ab\), and this must equal \(2a\) from \(2R/r\). So \(b=-1/(l+1)\), independent of \(n\), and

\[ p^{l+4}F\to\sqrt{\frac2\pi}\;2^{l+1}\,l!\;a . \tag{28} \]

From (1) and (2), \(a=N(2/n)^l\binom{n+l}{k}=2^{l+1}n^{-l-2}\sqrt{(n+l)!/k!}\,/(2l+1)!\), and (28) then reproduces (27). The program tests (28) and the value of \(b\) for 1s, 3s, 4p, 5d and 4f, with \(F\) taken from a high-precision evaluation of (9) that does not use (21).

The tail limits the moments. The integrand of \(\langle p^s\rangle\) behaves as \(p^{s+2-2l-8}\), so the moment exists only for \(s<2l+5\). For s states \(\langle p^4\rangle\) is finite and \(\langle p^6\rangle\) is not.

**Q.** Put numbers to it, for a state with some structure.

**A.** Take the 4p state of hydrogen in the model stated at the start: \(n=4\), \(l=1\), \(k=2\), \(\kappa=0.25\,\hbar/a_0\), \(E=-0.0625\) Ry. The many digits below serve to compare two evaluations of the same model; for the real atom the fixed-nucleus assumption alone shifts the momentum scale by roughly one part in 2000 of its value, and by (22) with \(Z\to\eta Z\) it changes amplitudes such as \(F_{41}(0.3)\) and the tail constant (which scales as \(\eta^{7/2}\)) by about two parts in 1000, so even the third figure of the values below need not carry over.

The radial constant is \(N=\frac2{16}\sqrt{2!/5!}=0.01613743\;a_0^{-3/2}\). The polynomial is \(C_2^2=2\cdot2\cdot3\,x^2-2=12x^2-2\). The constant in (21) is

\[ \sqrt{\frac{2\cdot2!}{\pi\cdot5!}}\cdot4^2\cdot2^4\cdot1!=\frac{256}{\sqrt{30\pi}}=26.369652\;(\hbar/a_0)^{-3/2}. \]

At \(p=0.3\,\hbar/a_0\), \(np=1.2\) and \(n^2p^2+1=2.44\). Then \(x=(2.44-2)/2.44=0.18032787\), \(C=12\,(0.18032787)^2-2=-1.60978232\), and the algebraic factor is \(1.2/2.44^3=0.08260603\). The product is

\[ F_{41}(0.3)=26.369652\times0.08260603\times(-1.60978232)=-3.50658\;(\hbar/a_0)^{-3/2}. \]

Formula and quadrature of (9) both give \(-3.50657652\) to the digits printed.

The nodes are at \(x=\pm1/\sqrt6=\pm0.40824829\). By (23), \(np=\sqrt{(1+x)/(1-x)}\) is \(0.64823152\) and \(1.54265871\), and these are the values found from the zeros of the numerical transform; their product is \(1.00000000\). Dividing by 4, the nodes lie at \(p=0.16205788\) and \(0.38566468\;\hbar/a_0\). The point \(p=0.3\) lies between them, which agrees with the negative value, since \(F\) is positive at both ends for \(k=2\).

The kinetic energy from integrating \(F^2p^4\) is \(0.0625\) Ry, or \(0.850\) eV, and the root-mean-square momentum is \(0.25\,\hbar/a_0\), or \(4.98\times10^{-25}\) kg m/s.

For (26), \(c=2^3\cdot4\cdot2!\cdot1/(\pi\cdot5!)=8/(15\pi)=0.16976527\). In the integral put \(\sigma=1-x^2\), so that \(x\,dx=-d\sigma/2\) and \(12x^2-2=10-12\sigma\):

\[ \frac12\int_0^1\sigma^{3/2}\,(100-240\sigma+144\sigma^2)\,d\sigma=\frac12\Big[100\cdot\frac25-240\cdot\frac27+144\cdot\frac29\Big]=\frac12\cdot\frac{24}{7}=1.71428571 . \]

So \(P=0.5+0.16976527\times1.71428571=0.79102618\), and integrating the square of the numerical transform up to \(p=0.25\) gives the same digits. About 79 percent of the probability lies below the root-mean-square momentum.

For the tail, \(a=N\cdot\frac12\cdot\binom52=5\times0.01613743=0.0806872\;a_0^{-5/2}\), and (28) gives \(\sqrt{2/\pi}\cdot4a=0.2575161\;(\hbar/a_0)^{7/2}\). By (27) the same limit is the constant \(26.369652\) times \(C(1)=10\) times \(4^{-5}\). The exact values of \(p^5F\) at \(p=2\), \(10\) and \(100\;\hbar/a_0\) are \(0.2279396\), \(0.2562638\) and \(0.2575036\). They approach the limit from below, and (21) shows why. At large \(q\), \((1+q^{-2})^{-3}\approx1-3/q^2\), and \(x\approx1-2/q^2\) gives \(12x^2-2\approx10-48/q^2\); both corrections are negative and of order \(p^{-2}\). The shortfall from the limit is \(0.0012523\) at \(p=10\) and \(0.0000125\) at \(p=100\), smaller by a factor of about 100, as a \(p^{-2}\) correction requires.

For the 4p state of He\(^+\) at \(p=0.6\,\hbar/a_0\), (22) needs the hydrogen value at \(0.3\): \(2^{-3/2}\times(-3.50657652)=0.35355339\times(-3.50657652)=-1.23976202\;(\hbar/a_0)^{-3/2}\), and direct quadrature with \(Z=2\) agrees to these digits. The program and its output are printed after this exchange.

**Q.** You quoted a value at \(p=100\,\hbar/a_0\). Is that physics? More generally, where does (21) stop describing an atom?

**A.** That value is a check on the mathematics and does not describe hydrogen. In these units \(m=\frac12\) and \(c=e^2/(\hbar\alpha_{\rm fs})=2/\alpha_{\rm fs}\), with \(\alpha_{\rm fs}\) the fine-structure constant, so \(mc=1/\alpha_{\rm fs}\), roughly 140 \(\hbar/a_0\). At \(p=100\) the kinetic energy \(p^2\) of the model is no longer a fair approximation to the relativistic one. The power law also needs \(p\) large enough. Differentiating (18) in \(x\) gives \(dC_k^\lambda/dx=2\lambda C_{k-1}^{\lambda+1}\), and the values at \(x=1\) then give \(C'(1)/C(1)=k(k+2\lambda)/(2\lambda+1)=[n^2-(l+1)^2]/(2l+3)\). With \(q=np/Z\), \(x\approx1-2/q^2\) and \((1+q^{-2})^{-l-2}\approx1-(l+2)/q^2\), the leading correction to the tail, relative to the limit, is \(-\{(l+2)+2[n^2-(l+1)^2]/(2l+3)\}/q^2\). For s states of large \(n\) this tends to \(-\frac23Z^2/p^2\), so \(p\gg Z/n\) is not enough, while for every state its size is at most \(2Z^2/p^2\). The power law \(p^{-l-4}\) therefore describes the atom in the window \(Z\ll p\ll1/\alpha_{\rm fs}\), which narrows as \(Z\) grows. The divergence of \(\langle p^s\rangle\) for \(s\ge2l+5\) is likewise a property of the model: those integrals are dominated by momenta where it does not apply. The tail also relies on the point nucleus, since (28) came from the \(1/r\) singularity; a nucleus of finite radius removes the term \(r^{l+1}\) inside that radius, but the corresponding momenta lie far above \(mc\).

The derivation itself uses two special facts. One is that the radial function is an exponential times a Laguerre polynomial, which by (5) is tied to a pure \(1/r\) potential; for a screened potential, or for an orbital of a many-electron atom in a mean field, (9) still holds for a central field but (21) does not. Equations (14) and (20) remain exact for any \(\kappa\), so a radial function that is a finite sum of the \(u_k\), or of terms \(r^{l+j}e^{-\gamma r}\), can still be transformed term by term. The other fact is \(\kappa>0\). For states of positive energy \(\kappa\) is imaginary, so \(\operatorname{Re}\gamma\) is no longer positive throughout the unit disc, the integral (9) does not converge absolutely, and the factor \(\kappa^2+p^2\) in (20) vanishes at the momentum where \(p^2=E\). The continuum therefore needs a separate treatment, and (21) is a statement about bound states only.

## Computed values

```
state: n = 4, l = 1, k = 2, Z = 1; kappa = 0.2500 hbar/a0
E_n = -0.062500 Ry
C_k^(l+1)(x) = 12*x**2 - 2
N = 0.01613743 a0^(-3/2)
prefactor of F = 26.369652 (hbar/a0)^(-3/2)
p = 0.3 hbar/a0; np = 1.2000; n^2p^2+1 = 2.4400
x = 0.18032787
C(x) = -1.60978232
(np)^l/(n^2p^2+1)^(l+2) = 0.08260603
F formula    = -3.50657652 (hbar/a0)^(-3/2)
F quadrature = -3.50657652 (hbar/a0)^(-3/2)
node x = -0.40824829, 0.40824829
node np = 0.64823152, 1.54265871
node p = 0.16205788, 0.38566468 hbar/a0
product of node np = 1.00000000
<p^2> = kinetic energy = 0.06250000 Ry = 0.850356 eV
rms p = 0.250000 hbar/a0 = 4.98213e-25 kg m/s
weight constant c = 0.16976527
odd integral on (0,1) = 1.71428571
P(p < 1/n): formula 0.79102618, quadrature 0.79102618
C(1) = 10.0000
small-r coefficient a = 0.0806872 a0^(-5/2)
tail limit p^5 F = 0.2575161 (hbar/a0)^(7/2)
exact p^5 F at p = 2 hbar/a0: 0.2279396 (hbar/a0)^(7/2)
exact p^5 F at p = 10 hbar/a0: 0.2562638 (hbar/a0)^(7/2)
exact p^5 F at p = 100 hbar/a0: 0.2575036 (hbar/a0)^(7/2)
He+ 4p, p = 0.6 hbar/a0: Z^(-3/2) = 0.35355339
He+ F scaling    = -1.23976202 (hbar/a0)^(-3/2)
He+ F quadrature = -1.23976202 (hbar/a0)^(-3/2)
largest |formula - quadrature|, n <= 6: 7e-13 (hbar/a0)^(-3/2)
```
